# Gap-State Decay in a Symmetric Two-Band Model, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From two bands to a decay constant

**Q.** You want to speak of electron states inside the gap of a perfect insulator. A gap is a range of energies without states. What is there to calculate?

**A.** The absence of states is a statement about an infinite crystal. There a wavefunction must stay bounded in both directions, and that forces the wavevector $k$ to be real. At an interface the crystal fills a half-space, say $x>0$. A function that falls off as $e^{-\kappa x}$ would blow up at $x\to-\infty$, but the crystal isn't there. Such a decaying solution is called evanescent. If a metal at $x<0$ has propagating states at the same energy, their waves can continue into the insulator as evanescent tails. I want $\kappa$ as a function of energy.

**Q.** Then you need a Hamiltonian. Where does a two-band one come from? I don't want a matrix written down because it is convenient.

**A.** Take one dimension and a weak periodic potential $2V\cos(Gx)$ with $V>0$. It connects plane waves whose wavevectors differ by $G$, with matrix element $V$. Near the zone boundary the waves with wavevectors $q+G/2$ and $q-G/2$ have nearly equal kinetic energies, so they mix strongly. I keep these two. Their kinetic energies are

$$\frac{\hbar^2}{2m_0}\left(q\pm\frac G2\right)^2=\frac{\hbar^2G^2}{8m_0}+\frac{\hbar^2q^2}{2m_0}\pm\hbar v q,\qquad v=\frac{\hbar G}{2m_0},$$

where $m_0$ is the free-electron mass. The last term comes from the cross term $\pm qG$ of the square. Call the constant $E_0=\hbar^2G^2/(8m_0)$. With the Pauli matrices acting on the pair of waves,

$$H=E_0+\frac{\hbar^2q^2}{2m_0}+\hbar vq\,\sigma_z+V\sigma_x .$$

**Q.** In that basis the gap sits off the diagonal. I'd rather see the band-edge states.

**A.** Rotate with $R=(\sigma_x+\sigma_z)/\sqrt2$. Since $\sigma_x\sigma_z=-\sigma_z\sigma_x$ and each matrix squares to one, $R^2=1$. Also

$$R\sigma_zR=\tfrac12(\sigma_x\sigma_z+1)(\sigma_x+\sigma_z)=\tfrac12(-\sigma_z+\sigma_x+\sigma_x+\sigma_z)=\sigma_x .$$

Multiplying by $R$ on both sides gives $R\sigma_xR=\sigma_z$. The new basis states are the sum and difference of the two plane waves, that is, a cosine and a sine. At $q=0$ they have energies $E_0+V$ and $E_0-V$. The gap is therefore $E_g=2V$. I measure energy from midgap, rename $q$ as $k$, and for now drop the common term $\hbar^2k^2/(2m_0)$:

$$H(k)=\Delta\,\sigma_z+\hbar vk\,\sigma_x,\qquad \Delta=\frac{E_g}{2}.$$

**Q.** You dropped a term without asking whether it is small.

**A.** The two terms I kept compete when $\hbar v|k|$ is about $\Delta=V$. There the dropped term has size

$$\frac{\hbar^2}{2m_0}\frac{V^2}{\hbar^2v^2}=\frac{V^2}{2m_0v^2}=\frac{V^2}{4E_0},$$

because $m_0v^2=\hbar^2G^2/(4m_0)=2E_0$. Relative to $V$ this is $V/(4E_0)$, which is small for a weak potential. In a wide-gap oxide it need not be small, so the term must come back in Part 2.

**Q.** A wide-gap oxide isn't a nearly free electron gas at all. Does the matrix survive there?

**A.** Its form does, under stated conditions. Let a crystal with an inversion centre have its two band edges at $k=0$, with non-degenerate edge functions $u_c$ and $u_v$ of opposite parity, and ignore spin. Write the wavefunction as $e^{ikx}$ times a combination of $u_c$ and $u_v$. The momentum operator then acts on the periodic part as $p_x+\hbar k$, and

$$\frac{(p_x+\hbar k)^2}{2m_0}=\frac{p_x^2}{2m_0}+\frac{\hbar k\,p_x}{m_0}+\frac{\hbar^2k^2}{2m_0}.$$

The first term, with the crystal potential, gives the edge energies $\pm\Delta$. The operator $p_x$ is odd under inversion, so its diagonal elements vanish and $\langle u_c|p_x|u_v\rangle$ may remain. The phase of $u_v$ can be chosen to make this element real and positive. Calling it $m_0v$ gives the same $H(k)$, plus the same common quadratic term. What has been left out is the coupling to all other bands.

**Q.** Then show me the bands, and show me why you call the model symmetric.

**A.** Square the matrix. The cross terms cancel because $\sigma_z$ and $\sigma_x$ anticommute:

$$H^2=\Delta^2+\hbar^2v^2k^2 .$$

Each eigenvalue therefore satisfies $E^2=\Delta^2+\hbar^2v^2k^2$. The trace of $H$ is zero, so the two eigenvalues are opposite:

$$E=\pm\sqrt{\Delta^2+\hbar^2v^2k^2}.$$

The bands are mirror images about midgap. For small $k$ the square root expands as

$$E\approx\pm\left(\Delta+\frac{\hbar^2v^2k^2}{2\Delta}\right)=\pm\left(\Delta+\frac{\hbar^2k^2}{2m^*}\right),\qquad m^*=\frac{\Delta}{v^2}=\frac{E_g}{2v^2}.$$

Electron and hole have the same mass $m^*$. That is the symmetry.

**Q.** Now you will put $k=i\kappa$ and claim victory. But $H(i\kappa)=\Delta\sigma_z+i\hbar v\kappa\sigma_x$ is not Hermitian. Why should I trust a real energy from it?

**A.** Go back to the differential equation, in which $\hbar k$ stands for $-i\hbar\,d/dx$ acting on slowly varying envelopes $f(x)$ for the conduction component and $g(x)$ for the valence component:

$$\Delta f-i\hbar v\,g'=Ef,\qquad -i\hbar v f'-\Delta g=Eg .$$

The energy $E$ is real because a metal electron brings it to the interface. The unknown is the spatial behaviour. Try $f$ and $g$ proportional to $e^{-\kappa x}$, so that each derivative gives $-\kappa$. The first equation becomes $\Delta f+i\hbar v\kappa g=Ef$, or

$$\frac gf=\frac{E-\Delta}{i\hbar v\kappa}=\frac{i(\Delta-E)}{\hbar v\kappa}.$$

The second becomes $i\hbar v\kappa f=(E+\Delta)g$. Insert $g/f$:

$$i\hbar v\kappa=(E+\Delta)\frac{i(\Delta-E)}{\hbar v\kappa}\quad\Longrightarrow\quad \hbar^2v^2\kappa^2=\Delta^2-E^2 .$$

For $|E|<\Delta$ the right side is positive, and $\kappa$ is real:

$$\kappa(E)=\frac{\sqrt{\Delta^2-E^2}}{\hbar v}.$$

Non-Hermiticity of $H(i\kappa)$ reflects that its exponential is not an allowed function on the whole line. On the half-line it solves the wave equation.

**Q.** Could there be other solutions in the gap, decaying more slowly, which you haven't tried?

**A.** Not in this model. It is a pair of first-order equations, so it has two independent solutions at each energy. They are the ones with $+\kappa$ and $-\kappa$, decaying and growing to the right.

**Q.** A solution in the half-space must also satisfy a condition at $x=0$. Perhaps that excludes your tail at most energies.

**A.** It depends on the other side. Describe the metal also by two components, continuous at the interface, with a propagating wave arriving and one leaving. There are two unknowns, the reflected amplitude and the tail amplitude, and two continuity conditions. Thus a continuous range of energies can carry tails. If the other side has no propagating wave, it imposes a ratio $g/f=i\lambda$. Using the formula for $\kappa$ in the ratio above gives

$$\frac gf=i\sqrt{\frac{\Delta-E}{\Delta+E}} .$$

For a fixed positive $\lambda$ this selects one energy, $E=\Delta(1-\lambda^2)/(1+\lambda^2)$, which is a surface state. In both cases the interface determines whether a tail exists and how strong it is. The insulator determines its $\kappa$.

**Q.** Does the ratio of components mean anything physically?

**A.** It tells which band the tail is borrowed from. The conduction share of the density is

$$\frac{|f|^2}{|f|^2+|g|^2}=\frac{1}{1+\dfrac{\Delta-E}{\Delta+E}}=\frac{\Delta+E}{2\Delta}.$$

It runs from zero at the valence edge to one at the conduction edge, and is one half at midgap.

**Q.** Let me see the decay constant in terms of quantities I can look up: edges and masses.

**A.** Write $E_c=\Delta$ and $E_v=-\Delta$. Then $\Delta^2-E^2=(\Delta-E)(\Delta+E)=(E_c-E)(E-E_v)$. From the mass, $v^2=E_g/(2m^*)$. Hence

$$\kappa^2=\frac{2m^*}{\hbar^2}\,\frac{(E_c-E)(E-E_v)}{E_g}.$$

This is an amplitude decay constant. The density falls as $e^{-2\kappa x}$, with decay length $1/(2\kappa)$.

**Q.** And where in the gap is the decay fastest?

**A.** The two factors are the distances to the two edges. Their sum is fixed at $E_g$, and their product is $\Delta^2-E^2$, which cannot exceed $\Delta^2$ and reaches it at $E=0$ alone. So the decay constant is largest at midgap, where

$$\kappa_m=\frac{\Delta}{\hbar v}=\frac{E_g}{2\hbar v}=\frac{1}{\hbar}\sqrt{\frac{m^*E_g}{2}} .$$

The last form follows by setting both distances to $E_g/2$ in the expression for $\kappa^2$.

**Q.** Confirm it with derivatives. I also want to know how sharp the maximum is.

**A.** Differentiate $\hbar^2v^2\kappa^2=\Delta^2-E^2$ with respect to $E$:

$$2\hbar^2v^2\kappa\frac{d\kappa}{dE}=-2E\quad\Longrightarrow\quad\frac{d\kappa}{dE}=-\frac{E}{\hbar^2v^2\kappa}.$$

The slope is positive below midgap and negative above it. A second differentiation gives

$$\hbar^2v^2\left[\left(\frac{d\kappa}{dE}\right)^2+\kappa\frac{d^2\kappa}{dE^2}\right]=-1 .$$

At $E=0$ the slope vanishes, leaving

$$\frac{d^2\kappa}{dE^2}=-\frac{1}{\hbar^2v^2\kappa_m}=-\frac{\kappa_m}{\Delta^2},$$

where I used $\hbar v=\Delta/\kappa_m$. So near midgap $\kappa\approx\kappa_m[1-E^2/(2\Delta^2)]$. The maximum is broad on the scale of the gap. Towards either edge $\kappa$ goes to zero and its slope diverges. The whole curve is half an ellipse:

$$\left(\frac{E}{\Delta}\right)^2+\left(\frac{\kappa}{\kappa_m}\right)^2=1 .$$

**Q.** The usual tunnelling formula has a single band and a barrier. It says that the decay keeps getting faster as I go down from the conduction edge. One of you is wrong.

**A.** The single-band formula is the limit near one edge. It reads

$$\kappa_1^2=\frac{2m^*}{\hbar^2}(E_c-E),\qquad\text{so that}\qquad\frac{\kappa^2}{\kappa_1^2}=\frac{E-E_v}{E_g}.$$

Just below the conduction edge the ratio tends to one. At midgap it is one half, and $\kappa=\kappa_1/\sqrt2$. The single-band formula doesn't know that a valence band waits below, so it has no reason to turn back.

**Q.** Does this matter if I use a measured decay constant to infer a barrier height?

**A.** Yes, if the two-band model holds and the electron is at midgap. The single-band reading of $\kappa_m$ gives a barrier

$$\frac{\hbar^2\kappa_m^2}{2m^*}=\frac{E_g}{4},$$

while the true distance to the conduction edge is $E_g/2$. With the edge mass held fixed, the inferred barrier is too low by a factor of two.

**Q.** You call that a tunnelling measurement, but does an evanescent tail carry current? Its components differ by a factor $i$.

**A.** A single tail carries none. The time-dependent equation $i\hbar\,\partial_t\psi=(-i\hbar v\sigma_x\partial_x+\Delta\sigma_z)\psi$ gives $\partial_t(\psi^\dagger\psi)=-\partial_x(v\psi^\dagger\sigma_x\psi)$. The current is therefore $j=v(f^*g+g^*f)=2v\,\mathrm{Re}(f^*g)$, which vanishes when $g/f$ is imaginary. In a film of thickness $L$ the growing solution is also present. Put $\beta=\sqrt{(\Delta-E)/(\Delta+E)}$. Reversing the sign of $\kappa$ reverses $g/f$, so

$$f=ae^{-\kappa x}+be^{\kappa x},\qquad g=i\beta\left(ae^{-\kappa x}-be^{\kappa x}\right).$$

In $f^*g$ the terms with $|a|^2$ and $|b|^2$ are imaginary and drop out. What remains is

$$j=2v\beta\,\mathrm{Re}\left[i(b^*a-a^*b)\right]=4v\beta\,\mathrm{Im}(a^*b),$$

because $b^*a-a^*b=-2i\,\mathrm{Im}(a^*b)$. At the far face the conditions make the two parts comparable, so $|b|e^{\kappa L}\sim|a|e^{-\kappa L}$. Then $b$ is of order $ae^{-2\kappa L}$, and so is the current for a thick film, apart from a prefactor set by the interfaces. At normal incidence, a thickness series at fixed energy can thus give $2\kappa$ from the slope of the logarithm of the current.

## Part 2. How far the result carries, and a film of MgO

**Q.** Before I attack the assumptions, remind me what is on the table.

**A.** The gap is $E_g=2\Delta$, energy $E$ is measured from midgap, $v$ is the interband velocity, and $m^*=\Delta/v^2$ is the common edge mass. Gap states decay in amplitude as $e^{-\kappa x}$ and in density as $e^{-2\kappa x}$, with

$$\kappa(E)=\frac{\sqrt{\Delta^2-E^2}}{\hbar v},\qquad \kappa_m=\frac{\Delta}{\hbar v},$$

the latter at midgap. The single-band value is $\kappa_1=\sqrt{2m^*(\Delta-E)}/\hbar$. A quadratic term common to both bands was dropped.

**Q.** That is where I start. Real electrons and holes have different masses. Does the maximum stay at midgap?

**A.** No. Restore the common term with a general coefficient, $\hbar^2k^2/(2M)$. If no other bands intervene, $M=m_0$. Other bands can change $M$, and I treat it as a parameter. They can also add a $k^2$ term of opposite sign in the two bands, which I leave out. The bands are now

$$E=\frac{\hbar^2k^2}{2M}\pm\sqrt{\Delta^2+\hbar^2v^2k^2}.$$

Expanding at the edges, with $m^*=\Delta/v^2$ as before, gives

$$\frac1{m_c}=\frac1{m^*}+\frac1M,\qquad \frac1{m_v}=\frac1{m^*}-\frac1M .$$

The second sign is negative because the valence band curves downward and the common term bends it up. Adding and subtracting,

$$m^*=\frac{2m_cm_v}{m_c+m_v},\qquad \frac1M=\frac{m_v-m_c}{2m_cm_v},\qquad \frac{m^*}{M}=\frac{m_v-m_c}{m_v+m_c}.$$

Now set $k=i\kappa$, so $k^2=-\kappa^2$. Move the common term to the left and square:

$$\left(E+\frac{\hbar^2\kappa^2}{2M}\right)^2=\Delta^2-\hbar^2v^2\kappa^2 .$$

The left side is the square of a real number, so $\kappa$ cannot exceed $\Delta/(\hbar v)$. It reaches that value when the left side vanishes, at

$$E_b=-\frac{\hbar^2\kappa_m^2}{2M}=-\frac{m^*E_g}{4M}=-\frac{E_g}{4}\,\frac{m_v-m_c}{m_v+m_c},$$

where $\kappa_m^2=\Delta^2/(\hbar^2v^2)=m^*E_g/(2\hbar^2)$ was used. For positive masses the last fraction lies between $-1$ and $1$, so $E_b$ is inside the gap.

**Q.** So a heavy hole pulls the maximum down. Is there a simple reason for the direction?

**A.** Near the valence edge, $\kappa\approx\sqrt{2m_v(E-E_v)}/\hbar$. With a heavier hole the curve rises faster from that edge, and its top lies closer to it. The height is still $\Delta/(\hbar v)$, so at fixed $v$ and fixed gap it doesn't change. At fixed $m_c$ it does, because $m^*$ then depends on $m_v$.

**Q.** Your squared equation is quadratic in $k^2$. It must have a second root. Have you hidden a slower tail?

**A.** Put $s=k^2$ and $\alpha=\hbar^2/(2M)$. The equation is

$$\alpha^2s^2-(2\alpha E+\hbar^2v^2)s+E^2-\Delta^2=0 .$$

The product of its roots is $(E^2-\Delta^2)/\alpha^2$, which is negative in the gap. One root is negative and gives the single $\kappa$ I used. The other is positive and would be a propagating wave in the gap. It comes from extending the quadratic model to large $k$. In the weak-potential case $M=m_0$ it lies near $k=\hbar v/\alpha=2m_0v/\hbar=G$, where plane waves that we left out become important. It must be discarded.

**Q.** I'd like to see this survive contact with a real Schrödinger equation, not with another two-by-two matrix.

In the symmetric two-band model the decay constant is largest at midgap, and unequal masses move that maximum to $E_b$. Still to come are the test on a real Schrödinger equation, the effects of atomic layers and oblique incidence, and numbers for a film of MgO.
